# Avrami exponent of C54 growth in thin films and narrow lines: test program

```python
"""
Result under test: nuclei all present at t = 0, placed at random with areal
density N and growing at constant speed v, transform a thin film with Avrami
exponent 2 and a long line of width w with exponent 1 when N*w^2 << 1.
Symbols: r = v*t grown radius; X transformed fraction; K = -ln(1-X);
n = dlnK/dlnt local Avrami exponent; lam = N*w nuclei per unit line length.
Lengths in nm, times in s, temperature in K, energy in eV.
"""
import numpy as np
from scipy.constants import k as k_joule, e as charge
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.spatial import Voronoi, cKDTree

rng = np.random.default_rng(12345)
LN2 = np.log(2.0)
GAUSS_X, GAUSS_W = np.polynomial.legendre.leggauss(60)


def half_disc(a, r):
    """Area of a half disc of radius r cut off at height a."""
    s = np.minimum(a / r, 1.0)
    return r * r * (s * np.sqrt(1 - s * s) + np.arcsin(s))


def strip_nodes(r, w):
    """Nodes and weights for the average over 0 < y < w/2, split at kinks."""
    cuts = np.unique(np.clip([0.0, r, w - r, w / 2], 0.0, w / 2))
    ys, ms = [], []
    for lo, hi in zip(cuts[:-1], cuts[1:]):
        ys.append(0.5 * (hi + lo) + 0.5 * (hi - lo) * GAUSS_X)
        ms.append(0.5 * (hi - lo) * GAUSS_W / (w / 2))
    return np.concatenate(ys), np.concatenate(ms)


def strip(r, N, w):
    """K and local exponent n for a strip of width w."""
    y, m = strip_nodes(r, w)
    area = half_disc(y, r) + half_disc(w - y, r)
    arc = 2 * r * (np.arcsin(np.minimum(1, y / r))
                   + np.arcsin(np.minimum(1, (w - y) / r)))
    weight = m * np.exp(-N * area)
    survive = weight.sum()
    K = -np.log(survive)
    return K, r * N * (weight * arc).sum() / (survive * K)


def strip_radius(X, N, w):
    """Grown radius at which the strip has transformed fraction X."""
    target = -np.log(1 - X)
    low = 0.01 / np.sqrt(N)
    high = 2 / (N * w) + 3 / np.sqrt(N)
    return brentq(lambda r: strip(r, N, w)[0] - target, low, high,
                  xtol=1e-12, rtol=1e-13)


def half_point(K, low, high):
    """Place where K = ln 2 and the exponent there by finite difference."""
    t = brentq(lambda u: K(u) - LN2, low, high, xtol=1e-12, rtol=1e-13)
    d = 1e-4
    n = np.log(K(t * (1 + d)) / K(t * (1 - d))) / np.log((1 + d) / (1 - d))
    return t, n


def mean_area(r, w):
    """Closed form of the strip area within reach, averaged over y."""
    if r <= w:
        return np.pi * r**2 - 4 * r**3 / (3 * w)
    root = np.sqrt(r * r - w * w)
    return (2 * w * root + 2 * r * r * np.arcsin(w / r)
            - 4 * (r**3 - root**3) / (3 * w))


# ---- areas against a direct double sum over chords
grid = (np.arange(1500) + 0.5) / 1500
offset2 = (grid[:, None] - grid[None, :])**2
for r in (0.3, 0.6, 1.0, 1.7):
    direct = np.mean(2 * np.sqrt(np.maximum(r * r - offset2, 0)))
    y, m = strip_nodes(r, 1.0)
    averaged = (m * (half_disc(y, r) + half_disc(1 - y, r))).sum()
    assert abs(direct - mean_area(r, 1.0)) < 3e-4
    assert abs(direct - averaged) < 3e-4
assert abs(mean_area(5.0, 1.0) - (10 - 1 / 30)) < 2e-4

# ---- random nuclei in a film: nearest distance against exp(-pi N r^2)
count = 150000
side = np.sqrt(count)
nuclei = rng.uniform(0, side, (rng.poisson(count), 2))
points = rng.uniform(10, side - 10, (count, 2))
film_tree = cKDTree(nuclei)
distance = film_tree.query(points)[0]
film_error = max(abs(np.mean(distance > r) - np.exp(-np.pi * r * r))
                 for r in (0.25, 0.47, 0.7))
assert film_error < 0.01

# ---- random nuclei in strips of very different N*w^2 (w = 1)
strip_error = 0.0
for density in (0.004, 1.0, 40.0):
    length = count / density
    number = rng.poisson(count)
    nuclei = np.column_stack([rng.uniform(0, length, number),
                              rng.uniform(0, 1, number)])
    points = np.column_stack([rng.uniform(0.01, 0.99, count) * length,
                              rng.uniform(0, 1, count)])
    tree = cKDTree(nuclei)
    distance, owner = tree.query(points)
    r_half = strip_radius(0.5, density, 1.0)
    for r in (0.5 * r_half, r_half, 1.6 * r_half):
        model = np.exp(-strip(r, density, 1.0)[0])
        strip_error = max(strip_error, abs(np.mean(distance > r) - model))
    # the straight path from the nearest nucleus stays in its own grain
    for part in (0.2, 0.5, 0.8):
        on_path = nuclei[owner] + part * (points - nuclei[owner])
        assert np.mean(tree.query(on_path)[1] == owner) > 0.9999
assert strip_error < 0.01

# ---- exponent from arc length against finite differences
for density in (0.05, 1.0, 20.0):
    r_half = strip_radius(0.5, density, 1.0)
    n_diff = half_point(lambda r: strip(r, density, 1.0)[0],
                        0.5 * r_half, 2 * r_half)[1]
    assert abs(n_diff - strip(r_half, density, 1.0)[1]) < 1e-4

# ---- limiting laws at half transformation
narrow_coefficient = 2 / (3 * LN2**2)
small = 0.02
n_small = strip(strip_radius(0.5, small, 1.0), small, 1.0)[1]
assert abs((n_small - 1) / small**2 / narrow_coefficient - 1) < 0.02

q = LN2 / np.pi


def missing(s):
    """Part of the half disc lost at an edge a distance s*r away."""
    return np.pi / 2 - s * np.sqrt(1 - s * s) - np.arcsin(s)


edge = quad(lambda s: np.expm1(q * missing(s)), 0, 1)[0]
edge_slope = quad(lambda s: missing(s) * np.exp(q * missing(s)), 0, 1)[0]
wide_coefficient = 2 * np.sqrt(q) / LN2 * (2 * q * edge_slope - edge)
n_wide = strip(strip_radius(0.5, 1.0, 100.0), 1.0, 100.0)[1]
assert abs((2 - n_wide) * 100 / wide_coefficient - 1) < 0.03

# ---- one dimension: segments that stop on contact, random and even gaps
position = np.sort(rng.uniform(0, count, rng.poisson(count)))
gaps = np.diff(position)


def unfilled(gap_list, r):
    return np.maximum(gap_list - 2 * r, 0).sum() / gap_list.sum()


for r in (0.1, 0.35, 1.0):
    assert abs(unfilled(gaps, r) - np.exp(-2 * r)) < 0.01
n_even = half_point(lambda r: -np.log(unfilled(np.ones(10), r)),
                    0.05, 0.45)[1]
assert abs(n_even - 1 / LN2) < 1e-4


# ---- finite lines cut from one long random line
def finite_line(r, lam, L):
    """Untransformed fraction for lines of length L, valid for r < L/2."""
    return ((1 - 2 * r / L) * np.exp(-2 * lam * r)
            + 2 / (lam * L) * (np.exp(-lam * r) - np.exp(-2 * lam * r)))


pieces = 100000
sites = np.sort(rng.uniform(0, pieces, rng.poisson(2 * pieces)))
x = rng.uniform(1, pieces - 1, 200000)
right = np.clip(np.searchsorted(sites, x), 1, len(sites) - 1)
left = right - 1
d_left = np.where(np.floor(sites[left]) == np.floor(x),
                  np.abs(x - sites[left]), np.inf)
d_right = np.where(np.floor(sites[right]) == np.floor(x),
                   np.abs(sites[right] - x), np.inf)
nearest = np.minimum(d_left, d_right)
for r in (0.1, 0.3, 0.45):
    assert abs(np.mean(nearest > r) - finite_line(r, 2.0, 1.0)) < 0.01
assert abs(np.mean(np.isinf(nearest)) - np.exp(-2.0)) < 0.01


# ---- delayed sites, firing with time constant tau
def delayed_line(t, lam, v, tau):
    return 2 * lam * v * (t - tau * (1 - np.exp(-t / tau)))


def delayed_film(t, N, v, tau):
    return np.pi * N * v**2 * (t**2 - 2 * tau * t
                               + 2 * tau**2 * (1 - np.exp(-t / tau)))


delay = rng.exponential(0.5, len(position))
x = rng.uniform(100, count - 100, count)
index = np.searchsorted(position, x)
from_left = np.minimum.accumulate(delay - position)[index - 1] + x
from_right = np.minimum.accumulate((delay + position)[::-1])[::-1][index] - x
arrival = np.minimum(from_left, from_right)
for t in (0.4, 0.8, 1.5):
    model = np.exp(-delayed_line(t, 1.0, 1.0, 0.5))
    assert abs(np.mean(arrival > t) - model) < 0.01
points = rng.uniform(10, side - 10, (40000, 2))
distance, owner = film_tree.query(points, k=40)
delay = rng.exponential(0.3, film_tree.n)
arrival = (distance + delay[owner]).min(axis=1)
for t in (0.5, 0.8, 1.0):
    model = np.exp(-delayed_film(t, 1.0, 1.0, 0.3))
    assert abs(np.mean(arrival > t) - model) < 0.015

# ---- worked example: rough regime of the C49-to-C54 change in TiSi2
N, v, h, w, T = 1e-7, 100.0, 50.0, 200.0, 973.0
lam = N * w
film_time = np.sqrt(LN2 / (np.pi * N)) / v
line_radius = strip_radius(0.5, N, w)
line_time = line_radius / v
n_line = strip(line_radius, N, w)[1]
assert abs(line_time / (LN2 / (2 * lam * v)) - 1) < 1e-3
assert abs(n_line - 1) < 1e-3
n_film = half_point(lambda t: np.pi * N * (v * t)**2, 1, 100)[1]

print(f"site density N = {N:.1e} nm^-2")
print(f"growth speed v = {v:.0f} nm/s at T = {T:.0f} K")
print(f"thickness h = {h:.0f} nm, line width w = {w:.0f} nm")
print(f"N w^2 = {N*w*w:.4f} (no unit)")
print(f"mean nucleus spacing along line = {1/lam:.0f} nm")
print(f"film: half time = {film_time:.2f} s, n = {n_film:.4f}")
print(f"film: radius at half time = {film_time*v:.0f} nm")
print(f"line: half time = {line_time:.1f} s, n-1 = {n_line-1:.2e}")
print(f"line: radius at half time = {line_radius:.0f} nm")
print(f"half time ratio line/film = {line_time/film_time:.2f}")
for factor in (0.1, 1.0, 3.0, 10.0):
    K, n = strip(factor * w, N, w)
    print(f"line at r = {factor:4.1f} w: t = {factor*w/v:5.1f} s, "
          f"X = {-np.expm1(-K):.2e}, n = {n:.4f}")
print(f"mean area at r = w, over w^2 = {mean_area(1.0, 1.0):.4f}")

exponents = []
for width in (200., 1000., 2000., 3000., 5000., 10000., 50000.):
    r = strip_radius(0.5, N, width)
    exponents.append(strip(r, N, width)[1])
    print(f"w = {width:6.0f} nm: N w^2 = {N*width**2:8.4f}, "
          f"half time = {r/v:6.2f} s, n = {exponents[-1]:.4f}")
assert np.all(np.diff(exponents) > 0)

cross = brentq(lambda b: strip(strip_radius(0.5, 1.0, b), 1.0, b)[1] - 1.5,
               0.2, 5.0)
cross_width = cross / np.sqrt(N)
print(f"n = 1.5 at half time when w sqrt(N) = {cross:.4f}")
print(f"crossover width = {cross_width:.0f} nm"
      f" = {cross_width*10:.0f} angstrom")
for X in (0.1, 0.9):
    r = strip_radius(X, N, cross_width)
    print(f"crossover width, X = {X:.1f}: n = {strip(r, N, cross_width)[1]:.3f}")
print(f"narrow-line coefficient of (N w^2)^2 = {narrow_coefficient:.4f}")
print(f"wide-line coefficient c = {wide_coefficient:.4f}")

# ---- sizes of neglected effects
depth = (np.arange(400) + 0.5) / 400 * h
r_thick, n_thick = half_point(
    lambda r: -np.log(np.mean(np.exp(-np.pi * N * (r * r - depth**2)))),
    500, 5000)
assert abs((n_thick - 2) / (2 * h**2 / (3 * r_thick**2)) - 1) < 0.05
print(f"finite thickness, film: n-2 = {n_thick-2:.2e}")

tau = 1.0
t_df, n_df = half_point(lambda t: delayed_film(t, N, v, tau), 2, 100)
t_dl, n_dl = half_point(lambda t: delayed_line(t, lam, v, tau), 20, 1000)
assert n_df - 2 > n_dl - 1 > 0
print(f"site delay {tau:.1f} s, film: half time = {t_df:.2f} s, n = {n_df:.3f}")
print(f"site delay {tau:.1f} s, line: half time = {t_dl:.1f} s, n = {n_dl:.4f}")

Q, spread_T = 4.0, 3.0
sigma = Q * spread_T / (k_joule / charge * T**2)
hx, hw = np.polynomial.hermite.hermgauss(40)
speeds, share = v * np.exp(sigma * np.sqrt(2) * hx), hw / np.sqrt(np.pi)
n_spread_line = half_point(
    lambda t: -np.log((share * np.exp(-2 * lam * speeds * t)).sum()),
    20, 1000)[1]
n_spread_film = half_point(
    lambda t: -np.log((share * np.exp(-np.pi * N * (speeds * t)**2)).sum()),
    2, 100)[1]
print(f"activation energy = {Q:.1f} eV, temperature spread = {spread_T:.0f} K")
print(f"relative speed spread = {sigma:.3f}")
print(f"temperature spread: n film = {n_spread_film:.3f},"
      f" n line = {n_spread_line:.3f}")

long_L, short_L = 1e6, 5e4
r_fin, n_fin = half_point(lambda r: -np.log(finite_line(r, lam, long_L)),
                          1e3, 1e5)
print(f"line length {long_L:.0f} nm: half time = {r_fin/v:.1f} s,"
      f" n = {n_fin:.4f}")
print(f"line length {long_L:.0f} nm: never transformed ="
      f" {np.exp(-lam*long_L):.1e}")
print(f"line length {short_L:.0f} nm: never transformed ="
      f" {np.exp(-lam*short_L):.3f}")
print(f"evenly spaced nuclei in a line: n at half time = {n_even:.4f}")

# triple junctions of a random grain pattern, per grain; unit = grain size
grain = 150.0
seeds = rng.uniform(0, 100, (rng.poisson(10000), 2))
corner = Voronoi(seeds).vertices
inside = np.all((corner > 10) & (corner < 90), axis=1).sum()
film_junctions = inside / 80**2
assert abs(film_junctions / 2 - 1) < 0.05
narrow, found, repeats = w / grain, 0, 40
for _ in range(repeats):
    number = rng.poisson(400 * narrow)
    seeds = np.column_stack([rng.uniform(-200, 200, number),
                             rng.uniform(0, narrow, number)])
    corner = Voronoi(seeds).vertices
    found += ((np.abs(corner[:, 0]) < 180) & (corner[:, 1] > 0)
              & (corner[:, 1] < narrow)).sum()
junction_ratio = found / (repeats * 360 * narrow) / film_junctions
assert 0 < junction_ratio < 1
print(f"C49 grain size = {grain:.0f} nm")
print(f"triple-junction density, line/film = {junction_ratio:.2f}")
print(f"line half time with that site loss = {line_time/junction_ratio:.0f} s")
print(f"largest simulation error in 1-X: film {film_error:.4f},"
      f" strip {strip_error:.4f}")
print("finished without a failed check")
```

Output:

```
site density N = 1.0e-07 nm^-2
growth speed v = 100 nm/s at T = 973 K
thickness h = 50 nm, line width w = 200 nm
N w^2 = 0.0040 (no unit)
mean nucleus spacing along line = 50000 nm
film: half time = 14.85 s, n = 2.0000
film: radius at half time = 1485 nm
line: half time = 173.3 s, n-1 = 2.22e-05
line: radius at half time = 17329 nm
half time ratio line/film = 11.67
line at r =  0.1 w: t =   0.2 s, X = 1.20e-04, n = 1.9557
line at r =  1.0 w: t =   2.0 s, X = 7.21e-03, n = 1.2627
line at r =  3.0 w: t =   6.0 s, X = 2.35e-02, n = 1.0191
line at r = 10.0 w: t =  20.0 s, X = 7.68e-02, n = 1.0017
mean area at r = w, over w^2 = 1.8083
w =    200 nm: N w^2 =   0.0040, half time = 173.29 s, n = 1.0000
w =   1000 nm: N w^2 =   0.1000, half time =  34.90 s, n = 1.0140
w =   2000 nm: N w^2 =   0.4000, half time =  19.37 s, n = 1.3104
w =   3000 nm: N w^2 =   0.9000, half time =  17.17 s, n = 1.6742
w =   5000 nm: N w^2 =   2.5000, half time =  16.08 s, n = 1.8118
w =  10000 nm: N w^2 =  10.0000, half time =  15.42 s, n = 1.9091
w =  50000 nm: N w^2 = 250.0000, half time =  14.96 s, n = 1.9824
n = 1.5 at half time when w sqrt(N) = 0.7232
crossover width = 2287 nm = 22870 angstrom
crossover width, X = 0.1: n = 1.867
crossover width, X = 0.9: n = 1.036
narrow-line coefficient of (N w^2)^2 = 1.3876
wide-line coefficient c = 0.2763
finite thickness, film: n-2 = 7.55e-04
site delay 1.0 s, film: half time = 15.82 s, n = 2.125
site delay 1.0 s, line: half time = 174.3 s, n = 1.0058
activation energy = 4.0 eV, temperature spread = 3 K
relative speed spread = 0.147
temperature spread: n film = 1.941, n line = 0.993
line length 1000000 nm: half time = 175.0 s, n = 0.9889
line length 1000000 nm: never transformed = 2.1e-09
line length 50000 nm: never transformed = 0.368
evenly spaced nuclei in a line: n at half time = 1.4427
C49 grain size = 150 nm
triple-junction density, line/film = 0.34
line half time with that site loss = 507 s
largest simulation error in 1-X: film 0.0025, strip 0.0031
finished without a failed check
```
